\section*{Alloy scattering matrix elements from relaxed supercells: alignment, strain and cell size}

\section{The result}

In a random alloy A$_{1-x}$B$_x$, let $V_s$ be the potential of a relaxed periodic cell of $N$ sites that holds one atom $s$ (A or B) in the average host, and let $V_{\rm host}$ be the potential of the same cell without it. With host Bloch states normalized over the cell, define for $\mathbf q\neq0$
\begin{equation}
M_s(\mathbf q)=N\langle \mathbf k+\mathbf q|V_s-V_{\rm host}|\mathbf k\rangle ,\qquad M=M_B-M_A .
\label{def}
\end{equation}
The fluctuation $\delta V$ of the alloy potential then scatters with the mean square element
\begin{equation}
\big\langle|\langle\mathbf k+\mathbf q|\delta V|\mathbf k\rangle|^2\big\rangle=\frac{x(1-x)}{N}\,|M(\mathbf q)|^2 .
\label{variance}
\end{equation}
Near a nondegenerate band edge at $\Gamma$ of a cubic crystal whose atoms carry rigid, short-ranged potentials, to first order in the displacements,
\begin{equation}
M(\mathbf q\to0)=M_{\rm chem}+\Xi\,\theta(\hat{\mathbf q}),\qquad \Xi=\frac{dE_{\rm edge}}{d\ln\Omega}.
\label{limit}
\end{equation}
Here $M_{\rm chem}$ comes from exchanging the atoms on fixed sites, $\Omega$ is the volume per site, and $\theta=i\mathbf q\cdot\mathbf u(\mathbf q)$ is the long-wave dilation caused by the size difference, with $\mathbf u(\mathbf q)$ the lattice sum of the displacements. It is not the free volume change $d\ln\Omega/dx$ of the alloy. The elements with $\mathbf q\ne0$ need no potential alignment. The diagonal element needs it, and in a relaxed cell of fixed shape it lacks the term $\Xi\theta$ even when the alignment is right.

Hartree atomic units are used. Sites are occupied independently, and the effects of different atoms are assumed to add. A defect at site $\mathbf R$ instead of the origin multiplies its element by $e^{-i\mathbf q\cdot\mathbf R}$, because $\psi_{\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}(\mathbf r)$. Let $c_{\mathbf R}=1$ on B sites and 0 on A sites. The site amplitude is $\bar M+(c_{\mathbf R}-x)M$ with $\bar M=xM_B+(1-x)M_A$, so
\begin{equation}
\langle\mathbf k+\mathbf q|\delta V|\mathbf k\rangle=\frac1N\sum_{\mathbf R}\big[\bar M+(c_{\mathbf R}-x)M\big]e^{-i\mathbf q\cdot\mathbf R}.
\end{equation}
The $\bar M$ term vanishes, since $\sum_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}=0$ for an allowed $\mathbf q$ that is not a reciprocal vector of the host. Independence gives $\langle(c_{\mathbf R}-x)(c_{\mathbf R'}-x)\rangle=x(1-x)\delta_{\mathbf R\mathbf R'}$. The double sum in the square reduces to $N$ equal terms, which is (\ref{variance}). The host potential cancels in $M_B-M_A$; the average host still matters as the medium that supplies the Bloch states, the lattice constant and the surroundings of each atom.

\section{A model on which the schemes can fail}

The model is a simple cubic crystal with $a=5$ bohr and $x=0.3$. Its atoms are rigid Gaussian wells: A has depth 1.0 hartree and width 1.0 bohr, B has 0.9 hartree and 1.1 bohr. The average host atom is $v_h=(1-x)v_A+xv_B$. Springs $K_1$ and $K_2=1.5K_1$ join first and second neighbours, and all displacements are computed in linear response to the misfit. A second-neighbour bond has rest length $\sqrt2\,a$, and a first-neighbour bond has rest length $a+s_i+s_j$, with $s_B=(1-x)\delta$, $s_A=-x\delta$ and $\delta=0.4$ bohr. The mean misfit is zero, so $a$ is the equilibrium constant of the average host. The parameters describe no particular material.

\section{First failure: the zero of potential}

The naive scheme takes the band-edge expectation value of the potential difference and multiplies it by $N$. Suppose that the periodic calculation drops the cell average of the potential, as the program here does. Let $\Delta V$ be the true difference for an unrelaxed B atom and $W=\int\Delta V\,d^3r$. What is available is
\begin{equation}
D=\Delta V-\frac{W}{N\Omega},\qquad N\langle D\rangle=M_{{\rm chem},B}-\frac W\Omega .
\end{equation}
The error $-W/\Omega$ does not depend on $N$, so a larger cell does not help. In the model $M_{{\rm chem},B}=-0.01483$ and $W/\Omega=-0.01745$ hartree. The raw result is $-0.01483+0.01745=0.00262$ hartree for 64, 216 and 512 sites alike: perfectly converged, and of the wrong sign.

Far from the atom $\Delta V$ vanishes, and $D$ has a plateau $c=-W/(N\Omega)$. Subtracting it gives
\begin{equation}
M_{{\rm chem},B}=N\big(\langle D\rangle-c\big),
\label{aligned}
\end{equation}
which returns $-0.01483$ hartree at all three sizes. An error $\eta$ in $c$ enters as $N\eta$: with 512 sites, $10^{-5}$ hartree becomes 0.005 hartree, a third of the element. Larger cells thus demand a more accurate plateau.

\section{Second failure: relaxation}

Now let the host atoms move by $\mathbf u_{\mathbf R}$ at fixed cell shape. The first-order change of the diagonal element is $-\sum_{\mathbf R}\mathbf u_{\mathbf R}\cdot\langle\mathbf k|\nabla v_h(\mathbf r-\mathbf R)|\mathbf k\rangle$. By translation symmetry the expectation value is the same for every site. Its sum over sites is $\langle\mathbf k|\nabla V_{\rm host}|\mathbf k\rangle=\langle\mathbf k|[\nabla,H_0]|\mathbf k\rangle=0$, where $H_0$ is the host Hamiltonian, so each term vanishes. The diagonal element does not see the relaxation to first order.

The numbers agree. Rigid atoms keep their integrated potential when they move, so the unrelaxed $c$ remains the correct offset. With it, the relaxed 512-site cell gives $-0.01466$ hartree, close to the chemical value $-0.01483$. The scattering limit for B is $(1-x)M=0.7\times(-0.01633)=-0.01143$ hartree along $[100]$. The diagonal element misses this by about 28\% of the limit.

Realigning on the relaxed potential is no cure, because the plateau is gone. Suppose for an estimate that the dilation has the same Fourier component $\theta_0$ at every $\mathbf q\ne0$. Fixed cell shape removes the component at $\mathbf q=0$, so
\begin{equation}
\theta_{\mathbf R}=\frac1N\sum_{\mathbf q\neq0}\theta_0e^{i\mathbf q\cdot\mathbf R}=\theta_0\Big(\delta_{\mathbf R,0}-\frac1N\Big).
\end{equation}
The far region is compressed by $\theta_0/N$. This changes the mean potential in a window by an amount of order $1/N$ that depends on where the window cuts the atoms, and multiplication by $N$ makes it finite. Two far windows of one lattice cell, one centred on an atom and one on a void, give for $M_B$ in the 512-site cell $-0.0139$ and $-0.0078$ hartree. Their gap is 0.0006, 0.0051 and 0.0061 hartree for 64, 216 and 512 sites, so it does not die out over this range. The grid places both windows half a step (0.2 bohr) off these centres, which affects mainly the gap at 64 sites. The estimate does not account for the small value at 64 sites. In the unrelaxed cells the two windows agree.

\section{The repair: elements between different states}

A constant added to the potential contributes nothing to (\ref{def}) when $\mathbf q\neq0$, since $\langle\mathbf k+\mathbf q|\mathbf k\rangle=0$. A cell of $n^3$ sites offers $\mathbf q=2\pi\mathbf m/(na)$ with integer $\mathbf m$. The choice $\mathbf k=-\mathbf q/2$, $\mathbf k'=\mathbf q/2$ makes the process elastic, because $E(\mathbf k)=E(-\mathbf k)$.

To see what these elements contain, write
\begin{equation}
\psi_{\mathbf k}=(N\Omega)^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
\end{equation}
with coefficients $c'_{\mathbf G}$ for $\mathbf k'$, and let $v(\mathbf Q)=\int v\,e^{-i\mathbf Q\cdot\mathbf r}d^3r$. A displaced host atom has the transform
\begin{equation}
v_h(\mathbf Q)e^{-i\mathbf Q\cdot(\mathbf R+\mathbf u_{\mathbf R})}\simeq v_h(\mathbf Q)e^{-i\mathbf Q\cdot\mathbf R}(1-i\mathbf Q\cdot\mathbf u_{\mathbf R}).
\end{equation}
The plane waves couple through $\mathbf Q=\mathbf q+\mathbf K$ with $\mathbf K$ a host reciprocal vector, so $e^{-i\mathbf Q\cdot\mathbf R}=e^{-i\mathbf q\cdot\mathbf R}$. With $\mathbf u(\mathbf q)=\sum_{\mathbf R}\mathbf u_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}$ and $P_{\mathbf K}=\sum_{\mathbf G}c'^*_{\mathbf G+\mathbf K}c_{\mathbf G}$,
\begin{equation}
M(\mathbf q)=\frac1\Omega\sum_{\mathbf K}P_{\mathbf K}\big[v_B(\mathbf Q)-v_A(\mathbf Q)-i\mathbf Q\cdot\mathbf u(\mathbf q)\,v_h(\mathbf Q)\big].
\label{linear}
\end{equation}
The central atom stays in place by symmetry. Here $\mathbf u$ belongs to the full misfit $\delta$. For one species both the potential $v_s-v_h$ and the misfit $s_s$ carry the factor $1-x$ (B) or $-x$ (A). To first order, therefore, $M_B=(1-x)M$, $M_A=-xM$ and $\bar M=0$.

\subsection{The displacement field}

An atom of misfit $s$ pushes its first neighbours at $\pm a\hat{\mathbf e}_i$ with forces $\pm K_1s\,\hat{\mathbf e}_i$. Force balance in Fourier space reads
\begin{align}
\mathsf D(\mathbf q)\mathbf u(\mathbf q)&=\mathbf F(\mathbf q),\qquad \mathsf D=\sum_{\mathbf d}K_{\mathbf d}\,\hat{\mathbf d}\hat{\mathbf d}^{T}(1-\cos\mathbf q\cdot\mathbf d),\\
F_i&=K_1s\,(e^{-iq_ia}-e^{iq_ia})=-2iK_1s\sin q_ia ,
\end{align}
with the sum over all 18 neighbours. Take $\mathbf q$ along $[100]$. The two first neighbours contribute $2K_1(1-\cos qa)$ to $D_{xx}$. Eight second neighbours have an $x$ component, with $\hat d_x^2=1/2$, and contribute $4K_2(1-\cos qa)$. For small $q$, $\sin qa\to qa$ and $1-\cos qa\to q^2a^2/2$, hence
\begin{equation}
u_x\to\frac{-2iK_1s}{(K_1+2K_2)\,qa},\qquad \theta_{100}=iqu_x=\frac{2K_1s}{(K_1+2K_2)a}.
\end{equation}
The displacement grows as $1/q$ and the dilation stays finite. For $s=\delta$ this is $\frac{2}{4}\times\frac{0.4}{5}=0.040$. A crystal free to expand in all directions would instead give $d\ln\Omega/dx=6K_1\delta/[(K_1+4K_2)a]=0.069$. A long wave strains the crystal only along $\mathbf q$, so its dilation is smaller.

Along $[111]$, $\mathbf u$ is parallel to $\mathbf q$ by symmetry. Each diagonal element of $\mathsf D$ tends to $a^2q^2(K_1+4K_2)/3$ and each off-diagonal one to $2K_2a^2q^2/3$. The longitudinal stiffness is one diagonal plus two off-diagonal elements, $a^2q^2(K_1+8K_2)/3$. With $\mathbf F=-2iK_1sa\,\mathbf q$,
\begin{equation}
\theta_{111}=\frac{6K_1s}{(K_1+8K_2)a}=\frac{6}{13}\times0.08=0.037 .
\end{equation}
The two values coincide for $K_1=K_2$. Otherwise $M$ has no unique limit at $\mathbf q=0$, which is a further reason why a single diagonal element cannot supply it.

\subsection{Why the strain enters through $\Xi$}

Only the component $\mathbf u(\mathbf q)$ enters (\ref{linear}), so $\mathbf u_{\mathbf R}$ may be replaced by the smooth field $\mathbf w(\mathbf r)=\mathbf u(\mathbf q)e^{i\mathbf q\cdot\mathbf r}/N$ taken at the sites. The potential changes by $\delta V_u=-\sum_{\mathbf R}\mathbf w(\mathbf R)\cdot\nabla v_h(\mathbf r-\mathbf R)$. This contains $\mathbf w$ itself, which diverges as $1/q$, and not just its gradient. The large part is removed by
\begin{equation}
\langle\mathbf k'|[\mathbf w\cdot\nabla,H_0]|\mathbf k\rangle=(E_{\mathbf k}-E_{\mathbf k'})\langle\mathbf k'|\mathbf w\cdot\nabla|\mathbf k\rangle=0 ,
\end{equation}
which holds because the process is elastic. Let $\epsilon_{ij}=\partial_jw_i$, with repeated indices summed. Dropping second derivatives of $\mathbf w$, the commutator is $\mathbf w\cdot\nabla V_{\rm host}+\epsilon_{ij}\partial_i\partial_j$. Adding it to $\delta V_u$ and expanding $\mathbf w(\mathbf r)-\mathbf w(\mathbf R)$ about each site leaves
\begin{equation}
h=\epsilon_{ij}\Big[\partial_i\partial_j+\sum_{\mathbf R}(\mathbf r-\mathbf R)_j\,\partial_iv_h(\mathbf r-\mathbf R)\Big].
\label{h}
\end{equation}
The dropped terms are of order $q^2u\sim q$ and vanish in the limit.

Compare a uniformly strained crystal, $-\frac12\nabla^2+\sum_{\mathbf R}v_h(\mathbf r-(1+\epsilon)\mathbf R)$. Substituting $\mathbf r=(1+\epsilon)\mathbf r'$ turns the kinetic energy into $-\frac12\nabla'^2+\epsilon_{ij}\partial'_i\partial'_j$ and each potential into $v_h+\epsilon_{ij}(\mathbf r'-\mathbf R)_j\partial_iv_h$, to first order. The change is the same operator $h$. Its expectation value at the edge is therefore the edge shift under strain, which for a nondegenerate $\Gamma$ state in a cubic crystal is $\Xi\,{\rm Tr}\,\epsilon$. As $q\to0$ both Bloch functions approach the edge state, the factor $e^{i\mathbf q\cdot\mathbf r}$ cancels their relative phase, and
\begin{equation}
N\langle\mathbf k'|h|\mathbf k\rangle\to\Xi\,i\mathbf q\cdot\mathbf u(\mathbf q)=\Xi\,\theta(\hat{\mathbf q}),
\end{equation}
which is (\ref{limit}).

In the model $\Xi=0.1215$ hartree, found by expanding the whole lattice. This derivative compares band edges at two volumes, so it needs a common zero of potential, which the rigid atoms supply. The mean host potential is $-0.1335$ hartree and scales as $1/\Omega$. Dropping it at each volume would subtract 0.1335 hartree from $\Xi$ and leave $-0.0120$ hartree, which has the wrong sign. Along $[100]$ the strain part is $0.1215\times0.0400=0.00486$ hartree. The displacement term of (\ref{linear}) at small $q$ was tested against $\Xi\theta$ along $[100]$, $[110]$ and $[111]$ and agrees within 0.3\%.

\section{Convergence with cell size}

Enlarging the cell lowers the smallest available $q$ and gives the displacements more room. Along $[100]$, $M$ is $-0.01501$, $-0.01556$, $-0.01588$ and $-0.01601$ hartree for $n=2,4,6,8$. With $M(q)=M_0+bq^2$ and $q\propto1/n$, the last two cells give
\begin{equation}
M_0=\frac{64M_{(8)}-36M_{(6)}}{28}=-0.0162\ \text{hartree}.
\end{equation}
Equation (\ref{limit}) predicts $-0.02119+0.00486=-0.0163$ hartree, which differs by 0.9\%. Most of this is not an error of extrapolation: the values of (\ref{linear}) at the same two $q$, extrapolated in the same way, reproduce the prediction to 0.1\%. The remainder is nonlinear in the displacements, the part that (\ref{linear}) omits. It is 0.7\% of $M$ at $n=8$ and absent at $n=2$, where opposite neighbours are the same atom and nothing moves. Since $u\sim1/r^2$, the part of $\sum u^2$ beyond a distance $L$ falls as $1/L$. A slow $1/n$ term is therefore to be expected, which a fit in $q^2$ does not remove.

Two tests do not rely on (\ref{linear}). In the eight-site cell the host states at $\pm\mathbf q/2$ are degenerate and have equal diagonal elements, so a weak defect splits them by $2|M_B|/N=2\times0.01051/8=2.63\times10^{-3}$ hartree per unit strength. Full diagonalization at $\pm5\%$ strength, averaged over the sign to cancel the next order, gives $2.64\times10^{-3}$. In 3000 random cells of 64 sites, relaxed in linear response so that the displacements of different atoms add, the directly computed elements deviate from the sum of single-atom elements by 0.8\% rms. Their mean square is $7.82\times10^{-7}$ hartree$^2$, against $7.94\times10^{-7}$ from (\ref{variance}). The difference of 1.6\% is within the sampling error of about 2\%.

\section{The scattering rate}

The golden rule with $\sum_{\mathbf k'}\to N\Omega\int d^3k'/(2\pi)^3$ cancels the $N$ in (\ref{variance}):
\begin{equation}
\Gamma=2\pi x(1-x)\,\Omega\,\overline{M^2}\,g(E),\qquad g=\frac{k^2}{2\pi^2}\frac{dk}{dE}=\frac{(2m)^{3/2}\sqrt E}{4\pi^2}.
\end{equation}
Here $g$ is the density of states per spin and volume, since spin is conserved, and $\overline{M^2}$ is averaged over the directions of $\mathbf q$. The energy $E$ is measured from the band edge. At $E=0.001$ hartree with $m=1.087$, $g=2.567\times10^{-3}$ and the rms element is 0.01655 hartree (0.45 eV). Then
\begin{equation}
\Gamma=2\pi(0.21)(125)(0.01655)^2(2.567\times10^{-3})=1.16\times10^{-4}\ \text{a.u.},
\end{equation}
or $4.8\times10^{12}$ s$^{-1}$. This is the Born value. For a constant $M_s$, a parabolic band and a sphere of the zone's volume with radius $k_c=(6\pi^2/\Omega)^{1/3}$, the next order multiplies $M_s$ by $1-m\Omega k_cM_s/\pi^2$. By this estimate repeated scattering from one atom raises $M$ by about 7\% and the rate by about 15\%. The long-wave value of $M$ suffices here: the largest transfer is $2k=0.09$ bohr$^{-1}$, where the $q^2$ term changes $M$ by about 0.4\% along $[100]$ and, scaled down from the 512-site cell, by about 1\% along $[111]$. The limits of $M$ along the three directions differ by about 2\%, so scattering is nearly isotropic and $\Gamma$ is also close to the momentum relaxation rate.

Without relaxation the Born rate would be $7.9\times10^{12}$ s$^{-1}$; relaxation multiplies it by 0.61. The sign of this effect is not general. Here the B atom is both more attractive and larger, and the dilation it causes raises the band edge. With the misfit reversed, the two parts would add, and to linear order the rate would rise by a factor of about $(0.0258/0.0212)^2\approx1.5$.

\section{The scheme and its range}

\begin{enumerate}
\item Relax one A and one B atom in the average host, at its mean lattice constant, in cells of several sizes.
\item Form $M=M_B-M_A$ from elements between $-\mathbf q/2$ and $\mathbf q/2$ with $\mathbf q\neq0$, along several directions, and follow them towards small $q$.
\item Use the aligned diagonal element of the unrelaxed pair as a check on $M_{\rm chem}$, and $\Xi\theta$ as a check on the rest. The band edges that give $\Xi$ must refer to a common zero of potential at the different volumes.
\end{enumerate}

Short-range order replaces $x(1-x)$ by a function of $\mathbf q$. Degenerate edges and valleys away from $\Gamma$ also respond to shear, so $\Xi$ becomes a tensor or a matrix. In polar crystals strain can produce long-range electric fields, which the short-ranged atoms of this model exclude. Even in a nonpolar crystal the charge that responds to a long strain wave can shift the average potential by an amount that depends on the direction of $\mathbf q$. Bulk band edges at two volumes then do not fix $\Xi$, and the check in step 3 needs a deformation potential defined for that direction. Self-consistent screening makes the atomic potentials non-rigid; (\ref{def}) can still be evaluated, but the unrelaxed offset need no longer suit the relaxed cell. If $M$ is strong enough for repeated scattering from one atom, the Born element must give way to a $T$ matrix. The numerical output below lists the values for each cell size.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant 5.0 bohr, x = 0.3, misfit delta = 0.4 bohr
depth A, B = 1.0, 0.9 hartree
width A, B = 1.0, 1.1 bohr; K2/K1 = 1.5
host band edge = -0.174061 hartree
effective mass = 1.0868 electron masses
Xi = dE/dln(volume) = 0.121509 hartree
chemical part of M at q=0 = -0.021189 hartree
q->0 along (1, 0, 0): theta 0.03999, Xi*theta 0.004859, M -0.016329 hartree
q->0 along (1, 1, 0): theta 0.03765, Xi*theta 0.004575, M -0.016614 hartree
q->0 along (1, 1, 1): theta 0.03693, Xi*theta 0.004487, M -0.016702 hartree
Relaxed cells, q=2pi/(na) along x; q in 1/bohr, rest in hartree
n  q       M_B        M_A        M          linear M   x*M_B+(1-x)*M_A
2  0.6283  -0.010510   0.004504  -0.015014  -0.015014 -1.08e-17
4  0.3142  -0.010852   0.004708  -0.015559  -0.015635 3.99e-05
6  0.2094  -0.011063   0.004821  -0.015884  -0.015990 5.56e-05
8  0.1571  -0.011147   0.004866  -0.016013  -0.016132 6.25e-05
n=8, q along (1,1,1): M -0.014764, linear -0.014853 hartree
M extrapolated from n=6,8 = -0.016179 hartree
M predicted, chemical + strain = -0.016329 hartree
Diagonal M_B, expected chemical part = -0.014832 hartree
integral of v_B-v_host over cell volume = -0.017454 hartree
Unrelaxed: n, raw, plateau c, aligned (hartree)
4 0.002622 2.7272e-04 -0.014832
6 0.002622 8.0807e-05 -0.014832
8 0.002622 3.4091e-05 -0.014832
Relaxed: n, unrelaxed c, atom window, void window, gap (hartree)
4 -0.014687 -0.013564 -0.012930 0.000634
6 -0.014670 -0.014154 -0.009019 0.005135
8 -0.014664 -0.013867 -0.007756 0.006111
8-site splitting: diagonalized 2.6398e-03, 2|M_B|/N 2.6275e-03 hartree
random alloys: 3000 cells of 64 sites
rms deviation from superposition = 0.83 percent
mean square element: sampled 7.8168e-07, formula 7.9438e-07 hartree^2
rms M over directions = 0.016550 hartree = 0.4504 eV
kinetic energy = 0.001 hartree
density of states per spin = 2.5671e-03 1/(hartree bohr^3)
rate, relaxed = 1.1597e-04 a.u. = 4.794e+12 1/s
rate by explicit sum over final states = 1.1582e-04 a.u.
rate, unrelaxed = 1.9009e-04 a.u. = 7.858e+12 1/s
rate ratio relaxed/unrelaxed = 0.6101
\end{verbatim}
